\section*{Noise Amplification and Tikhonov Recovery of Relaxation-Time Spectra from Loss Data}

\section{The result}

Recovering a distribution of relaxation times from dielectric loss by bare logarithmic deconvolution multiplies a noise component of wavenumber $k$ by
\begin{equation}
G(k)=\frac{2}{\pi}\cosh\frac{\pi k}{2}\;\longrightarrow\;\frac1\pi e^{\pi|k|/2},\qquad |k|\to\infty .
\label{bare}
\end{equation}
Tikhonov recovery with penalty $\alpha\int g^2$, $\alpha>0$, has a smaller gain than this at every $k$. For $\alpha<\pi^2/4$ its gain peaks at $1/(2\sqrt\alpha)$ and then decays. When $\alpha$ is small, it follows $G$ well below the peak. The price is a finite resolution in $\ln\tau$, which improves only logarithmically as $\alpha$ is reduced.

Here $k$ is in radians per neper, a neper being one unit of natural-log frequency. A wave with $f$ cycles per decade has $k=2\pi f/\ln 10$, so the growth is $e^{4.29f}$. One cycle per decade is already amplified 23 times.

\section{What goes wrong with direct inversion}

Subtract any loss due to dc conduction, which varies as $1/\omega$ and is not part of the relaxation spectrum; left in, it can swamp the recovery at low frequency. Divide the remaining loss by the relaxation strength and call the result $d$. Let $g$ be the spectrum per unit $\ln\tau$, with unit area. In a linear material described by a superposition of Debye processes,
\begin{equation}
d=\int g\,\frac{\omega\tau}{1+\omega^2\tau^2}\,d\ln\tau .
\end{equation}
With a reference time $\tau_0$, set $x=\ln(\omega\tau_0)$ and $y=-\ln(\tau/\tau_0)$. Then $\omega\tau=e^{x-y}$. Dividing numerator and denominator by $e^{x-y}$ gives
\begin{equation}
d(x)=\int_{-\infty}^{\infty}K(x-y)g(y)\,dy,\qquad K(u)=\frac1{2\cosh u}.
\end{equation}
The minus sign in $y$ makes this a convolution. With $\hat f(k)=\int f(u)e^{-iku}du$, it becomes $\hat d=\hat K\hat g$.

To find $\hat K$, integrate $K(z)e^{-ikz}$ around the rectangle with horizontal sides $\operatorname{Im}z=0$ and $\pi$. The vertical sides vanish as they move outwards. On the upper side $\cosh(u+i\pi)=-\cosh u$ and the exponential gains $e^{\pi k}$; the reversed direction supplies a second minus sign. The enclosed pole is at $i\pi/2$, where the derivative of $2\cosh z$ is $2i$. Thus
\begin{equation}
(1+e^{\pi k})\hat K=2\pi i\,\frac{e^{\pi k/2}}{2i}
\quad\Longrightarrow\quad
\hat K(k)=\frac{\pi}{2\cosh(\pi k/2)} .
\end{equation}
Bare inversion divides by $\hat K$, which proves Eq.~(\ref{bare}). The ratio of $G$ to its asymptote is $1+e^{-\pi|k|}$, so the exponential law is accurate to about 4\% at $k=1$.

The growth has a simple origin. Since $G=(e^{\pi k/2}+e^{-\pi k/2})/\pi$, and multiplication of $\hat d$ by $e^{\mp\pi k/2}$ shifts $x$ by $\pm i\pi/2$,
\begin{equation}
g(x)=\frac1\pi\left[d\left(x+\frac{i\pi}{2}\right)+d\left(x-\frac{i\pi}{2}\right)\right].
\label{continuation}
\end{equation}
This holds when $\hat g$ is absolutely integrable, so that the shifted Fourier integrals converge. Inversion is therefore analytic continuation to complex log frequency, $x\pm i\pi/2$. An error $\eta\cos kx$ is continued too, and becomes $(2\eta/\pi)\cosh(\pi k/2)\cos kx$: smooth loss data can hide a large oscillation in $g$.

Finer sampling makes bare inversion worse, because spacing $h$ admits wavenumbers up to $\pi/h$. At ten points per decade, $h=0.2303$ and $\pi/h=13.6$. On a periodic grid of 121 such points, independent noise of standard deviation $10^{-3}$ in $d$ gives an rms noise of $7\times10^4$ in $g$.

\section{Limiting the gain}

The remedy must stop dividing by $\hat K$ where it is small. Minimize
\begin{equation}
\int(Kg-d)^2dx+\alpha\int g^2dy,\qquad \alpha>0,
\end{equation}
where $Kg$ denotes the convolution. By Parseval's theorem each wavenumber can be treated separately. Since $\hat K$ is real, completing the square gives
\begin{equation}
|\hat K\hat g-\hat d|^2+\alpha|\hat g|^2
=(\hat K^2+\alpha)\left|\hat g-\frac{\hat K\hat d}{\hat K^2+\alpha}\right|^2
+\frac{\alpha|\hat d|^2}{\hat K^2+\alpha}.
\end{equation}
The last term does not depend on $\hat g$, so the minimum is $\hat g_\alpha=R\hat d$ with
\begin{equation}
R=\frac{\hat K}{\hat K^2+\alpha}=\frac1{\hat K+\alpha/\hat K}\le\frac1{2\sqrt\alpha}.
\end{equation}
The bound follows from $(\sqrt{\hat K}-\sqrt{\alpha/\hat K})^2\ge0$. It is reached when $\hat K=\sqrt\alpha$, or
\begin{equation}
\cosh\frac{\pi k_c}{2}=\frac{\pi}{2\sqrt\alpha}.
\end{equation}
This has a solution $k_c>0$ for $\alpha<\pi^2/4$. For larger $\alpha$ the gain is greatest at $k=0$ and there is no growing range. For small $\alpha$, $R\simeq1/\hat K$ well below $k_c$, while far above it
\begin{equation}
R\simeq\frac{\hat K}{\alpha}\simeq\frac{\pi}{\alpha}e^{-\pi|k|/2}.
\end{equation}

On a uniform grid the recipe is $g=(A^TA+\alpha I)^{-1}A^Td$, with $A_{ij}=hK(x_i-y_j)$. The factor $h$ belongs in $A$; without it $\alpha$ has another meaning. The continuum formulas apply away from the ends of the record and for $k_c$ well below $\pi/h$.

\section{The resolution that remains}

For noise-free data $\hat g_\alpha=\hat P\hat g$, with $\hat P=\hat K^2/(\hat K^2+\alpha)$. Define $\kappa$ by $\sinh(\pi\kappa/2)=\pi/(2\sqrt\alpha)$. Using $\cosh^2(\pi k/2)=(1+\cosh\pi k)/2$ and $\cosh\pi\kappa=1+2\sinh^2(\pi\kappa/2)$,
\begin{equation}
\hat P=\frac{\pi^2/4}{\pi^2/4+\alpha\cosh^2(\pi k/2)}
=\frac{\cosh\pi\kappa-1}{\cosh\pi\kappa+\cosh\pi k}.
\end{equation}
The inverse transform needs
\begin{equation}
J(y)=\int_{-\infty}^{\infty}\frac{e^{iky}}{\cosh\pi k+\cosh\pi\kappa}\,dk .
\end{equation}
Take a rectangle of height 2 in the complex $k$ plane. The denominator repeats on its upper side and the exponential gains $e^{-2y}$. The poles are $k=i\pm\kappa$, where the derivative of the denominator is $\mp\pi\sinh\pi\kappa$. Hence
\begin{align}
(1-e^{-2y})J&=2\pi i\,e^{-y}\,\frac{-e^{i\kappa y}+e^{-i\kappa y}}{\pi\sinh\pi\kappa}
=\frac{4e^{-y}\sin\kappa y}{\sinh\pi\kappa},\\
J(y)&=\frac{2\sin\kappa y}{\sinh\pi\kappa\,\sinh y}.
\label{J}
\end{align}
Multiplying by $(\cosh\pi\kappa-1)/(2\pi)$ gives the resolution function
\begin{equation}
P(y)=\frac{\tanh(\pi\kappa/2)}{\pi}\,\frac{\sin\kappa y}{\sinh y}.
\label{P}
\end{equation}
The mean recovered spectrum is $g$ convolved with $P$. A single Debye process, $g=\delta(y)$, returns $P$ itself, including its negative lobes. The lobes are artefacts of this particular filter, not of linearity: a Gaussian $\hat P=e^{-k^2/2s^2}$ would give a resolution function without them, at a price in noise. Its gain $\hat P/\hat K$ peaks near $e^{\pi^2s^2/8}/\pi$, which is 44 for $s=2$, where $P(0)=s/\sqrt{2\pi}=0.80$; the Tikhonov filter of similar height in the design below has a peak gain of 9.6.

The first zero, $\pi/\kappa$, measures the resolution. For small $\alpha$, $\kappa\simeq(2/\pi)\ln(\pi/\sqrt\alpha)$: the exponential noise gain has become a logarithmic gain in resolution.

\section{How much noise passes}

Let the errors in $d$ be independent with equal standard deviation $\sigma$. If $r$ is the inverse transform of $R$, the noise in $g$ at $y$ is $h\sum_j r(y-x_j)n_j$. Its variance is $\sigma^2h^2\sum_j r^2$, or $\sigma^2h\int r^2$ when the grid resolves $r$. By Parseval,
\begin{equation}
\operatorname{var}g=\frac{\sigma^2h}{2\pi}I,\qquad
I=\int\frac{\hat K^2}{(\hat K^2+\alpha)^2}dk=-\frac{d}{d\alpha}\int\hat P\,dk .
\end{equation}
The last integral is $2\pi P(0)=2\kappa\tanh(\pi\kappa/2)$. Put $a=\pi/2$. Then $\kappa=(2/\pi)\operatorname{arsinh}(a/\sqrt\alpha)$ and $\tanh(\pi\kappa/2)=a/\sqrt{a^2+\alpha}$, so
\begin{equation}
\int\hat P\,dk=\frac{2\operatorname{arsinh}(a/\sqrt\alpha)}{\sqrt{a^2+\alpha}} .
\end{equation}
The derivative of the inverse hyperbolic sine is $-a/(2\alpha\sqrt{a^2+\alpha})$. The product rule then gives
\begin{equation}
I=\frac{\operatorname{arsinh}(a/\sqrt\alpha)}{(a^2+\alpha)^{3/2}}+\frac{a}{\alpha(a^2+\alpha)} .
\end{equation}
As $\alpha\to0$ the second term dominates, $I\to2/(\pi\alpha)$, and
\begin{equation}
\operatorname{var}g\to\frac{\sigma^2h}{\pi^2\alpha}.
\end{equation}
Errors proportional to the loss would make the variance depend on position, and this formula would not apply unchanged.

\section{Choosing the cutoff for a smooth spectrum}

Lowering $\alpha$ reduces bias and raises noise. Their balance depends on $\hat g$. Consider the Cole--Cole function, $0<\beta<1$, with $\phi=\pi\beta/2$:
\begin{equation}
d(x)=-\operatorname{Im}\frac1{1+e^{\beta x+i\phi}}
=\frac{\sin\phi}{2(\cosh\beta x+\cos\phi)} .
\end{equation}
In Eq.~(\ref{continuation}) the shifts turn $\beta x$ into $\beta x\pm i\phi$. Write $c=\cosh\beta x$. The two denominators contain $A\pm iB$, with $A=(1+c)\cos\phi$ and $B=\sinh\beta x\sin\phi$. Moreover,
\begin{equation}
A^2+B^2=(1+c)\left[(1+c)\cos^2\phi+(c-1)\sin^2\phi\right]=(1+c)(c+\cos2\phi).
\end{equation}
Therefore
\begin{equation}
g(x)=\frac{\sin\phi}{\pi}\frac{A}{A^2+B^2}
=\frac{\sin\pi\beta}{2\pi(\cosh\beta x+\cos\pi\beta)} .
\end{equation}
Its transform follows from Eq.~(\ref{J}) by continuing $\pi\kappa$ to $i\pi\beta$, which meets no singularity of the integral. Renaming the integration variable $k=\beta s/\pi$ and setting $y=\pi q/\beta$ gives
\begin{equation}
\int\frac{e^{iqs}ds}{\cosh\beta s+\cos\pi\beta}
=\frac{2\pi\sinh\pi q}{\beta\sin\pi\beta\,\sinh(\pi q/\beta)},
\qquad
\hat g(q)=\frac{\sinh\pi q}{\beta\sinh(\pi q/\beta)} .
\end{equation}
For large $k$, $\hat g^2\simeq\beta^{-2}e^{-\pi\nu k}$ with $\nu=2(1/\beta-1)$.

The bias has transform $-\alpha\hat g/(\hat K^2+\alpha)$. Its integrated square is
\begin{equation}
B_\alpha=\frac1\pi\int_0^\infty\frac{\hat g^2}{(1+\hat K^2/\alpha)^2}dk .
\end{equation}
For small $\alpha$ and $0<\nu<2$, wavenumbers near the large cutoff dominate. There $q=\hat K^2/\alpha\simeq\pi^2e^{-\pi k}/\alpha$, so $e^{-\pi\nu k}=(\alpha q/\pi^2)^\nu$ and $dk=-dq/(\pi q)$. This yields
\begin{align}
B_\alpha&\simeq\frac{1}{\pi^2\beta^2}\left(\frac{\alpha}{\pi^2}\right)^\nu
\int_0^\infty\frac{q^{\nu-1}}{(1+q)^2}dq=C\alpha^\nu,\\
C&=\frac{\pi^{-2\nu}(1-\nu)}{\pi\beta^2\sin\pi\nu}.
\end{align}
The integral is the beta function $\Gamma(\nu)\Gamma(2-\nu)=(1-\nu)\pi/\sin\pi\nu$, whose limiting value at $\nu=1$ is 1.

Over an evaluation width $W$, the summed noise variance is $D/\alpha$, with $D=W\sigma^2h/\pi^2$. Setting the derivative of $C\alpha^\nu+D/\alpha$ to zero gives $\nu C\alpha^{\nu+1}=D$, hence
\begin{equation}
\alpha_*=\left(\frac{D}{\nu C}\right)^{1/(1+\nu)},\qquad
E_*^2=(1+\nu)C\alpha_*^\nu\propto\sigma^{2\nu/(1+\nu)} .
\label{opt}
\end{equation}
At the optimum the noise part is $\nu$ times the squared bias.

This rule has limits. At $\beta=1/2$, $\nu=2$ and the $q$ integral diverges logarithmically, so that $B_\alpha\simeq\alpha^2\left[(4/\pi^6)\ln(1/\alpha)+\text{const}\right]$ for small $\alpha$; the constant, about 0.023, is still nearly half of the bracket at $\alpha=10^{-3}$. Since $C$ diverges as $\nu\to2$, the rule already loses accuracy just above $\beta=1/2$: for the sampling and noise of the design below but $\beta=0.51$, it gives $\alpha_*=1.4\times10^{-2}$, whereas the error is least at $1.7\times10^{-2}$. For $\beta<1/2$, $\nu>2$ and the $q$ integral diverges at large $q$, which means that small $k$ now matters. Then
\begin{equation}
B_\alpha\simeq\frac{\alpha^2}{2\pi}\int\frac{\hat g^2}{\hat K^4}dk,
\end{equation}
a convergent integral. Balancing $\alpha^2$ against $D/\alpha$ gives $E_*^2\propto\sigma^{4/3}$: further smoothness no longer improves the exponent. As $\beta\to1$, $\nu\to0$ and the exponent tends to zero. The limiting spectrum is a delta function, for which integrated squared error is not a usable measure.

\section{A worked design}

Take a model with $\beta=0.7$, $\tau_0=1$ ms and $\sigma=10^{-3}$ of the relaxation strength. The data span twelve decades at ten points per decade. Errors are evaluated over the central 81 points, $W=18.65$, to keep away from the ends. Then $\nu=0.857$, $C=0.0301$, and
\begin{align}
D&=\frac{18.65\times10^{-6}\times0.2303}{\pi^2}=4.35\times10^{-7},\\
\alpha_*&=\left(\frac{4.35\times10^{-7}}{0.857\times0.0301}\right)^{1/1.857}
=2.69\times10^{-3}.
\end{align}
Direct minimization of the continuum error gives $2.68\times10^{-3}$. The gain peaks at $k_c=2.61$ with value $1/(2\sqrt{\alpha_*})=9.63$.

Three waves on the periodic grid show the change of behaviour. At $k=1.35$ the bare and Tikhonov gains are 2.70 and 2.65. At $k=2.48$ they are 15.7 and 9.43. At $k=6.77$ they are $1.31\times10^4$ and 0.028. The last wave is suppressed, and any genuine structure at that wavenumber is lost with it.

The resolution length is $\pi/\kappa=1.20$ neper, or 0.52 decade. The deepest negative lobe of $P$ reaches about $-0.12$, compared with a central height $P(0)\simeq\kappa/\pi=0.83$. A tenfold reduction of $\sigma$ would divide $\alpha_*$ by $10^{2/1.857}=11.9$. It would raise $\kappa$ by $(\ln11.9)/\pi=0.79$, to 3.40, and shorten the resolution length to about 0.40 decade.

At $\alpha_*$ the squared bias is $1.89\times10^{-4}$ and the summed noise variance $1.62\times10^{-4}$. The root of their sum is 0.0187; 4000 simulated records give 0.0188. With $\alpha$ a hundred times smaller the error is 0.127, nearly all noise. With $\alpha$ a hundred times larger it is 0.107, nearly all bias. In the latter case the squared bias grows 61-fold, whereas $\alpha^\nu$ predicts 52-fold, so the small-$\alpha$ law is losing accuracy.

The noise standard deviation at the centre is 0.0029, about 1\% of the true peak height 0.312. One recovered record has 0.298 there, too low by five standard deviations. The sign is that of the bias: at $y=0$ the bias is $-(2\pi)^{-1}\int\alpha\hat g/(\hat K^2+\alpha)\,dk$, which is negative because $\hat g>0$. Its value here is about $-0.014$, nearly the whole shortfall. A noise error bar alone would therefore understate the uncertainty of the peak.

Equation~(\ref{opt}) uses a known $\beta$ and the analytic smoothness of the Cole--Cole spectrum. For an unknown spectrum it is a design estimate for an assumed model, while the gain and resolution formulas remain valid under their stated sampling conditions. The numerical output gives the remaining comparisons.

\section*{Calculated quantities}
\begin{verbatim}
Cole-Cole exponent beta = 0.7; tau0 = 1.0e-03 s
noise sigma = 1.0e-03 of relaxation strength
points = 121; spacing h = 0.23026 neper
omega range = 1.0e-03 to 1.0e+09 rad/s
evaluation: 81 points, W = 18.651 neper
bare gain: k (rad/neper), 1/K by quadrature, exp(pi k/2)/pi
  1  1.59739e+00  1.53122e+00
  2  7.37967e+00  7.36591e+00
  4  1.70453e+02  1.70452e+02
  6  3.94438e+03  3.94438e+03
  7  1.89744e+04  1.89744e+04
  8  9.12758e+04  9.12758e+04
log slope of bare gain, k = 7 to 8: 1.5707963 neper/rad
one cycle per decade: k = 2.7288 rad/neper
  bare gain there = 23.145
bias exponent nu = 0.85714; bias constant C = 0.03006
optimal alpha, formula = 2.6932e-03
optimal alpha, numerical = 2.6819e-03
gain peak at k_c = 2.6120 rad/neper
peak Tikhonov gain = 9.6347
periodic grid: k (rad/neper), bare gain, Tikhonov gain
  1.3531  2.70436e+00  2.65212e+00
  2.4807  1.56792e+01  9.43344e+00
  6.7655  1.31279e+04  2.82837e-02
kappa = 2.6124 rad/neper
resolution pi/kappa = 1.2026 neper
  = 0.5223 decade
lowest value of resolution function = -0.1159 per neper
noise std of g at centre, closed form = 2.9482e-03
noise std of g at centre, matrix = 2.9482e-03
noise std of g, small-alpha form = 2.9432e-03
rms noise of g, bare periodic inversion = 6.981e+04
alpha/optimum, squared bias, squared noise error, root of sum
  0.01  3.6394e-06  1.6158e-02  0.12713
  1  1.8926e-04  1.6211e-04  0.01874
  100  1.1533e-02  1.7325e-06  0.10740
root mean squared error, asymptotic = 0.01871
  same, 4000 simulated records = 0.01876
squared error ~ sigma^p: p numerical = 0.92309
  p formula = 0.92308
one record: tau (s), true g, recovered g (per neper)
  1.0e-01  0.01074  0.00868
  1.0e-02  0.06381  0.06173
  1.0e-03  0.31236  0.29774
  1.0e-04  0.06381  0.06113
  1.0e-05  0.01074  0.01028
\end{verbatim}
